# Phonon part of the screened interaction and the Fan-Migdal self-energy, part 3

The screened interaction \(W\) of electrons and nuclei has been split, and its phonon part gives the Fan-Migdal self-energy. The Debye-Waller term and a worked example remain. Hartree atomic units are used; \(\nu\) is a bosonic Matsubara frequency, \(T\) the temperature, \(v\) the Coulomb kernel, \(\hat u\) the mass-weighted displacements. The total density is \(\hat n=\hat n_e+\hat n_I\), with

\[ \hat n_I=n_I^0+\sum_\mu a_\mu \hat u_\mu+\tfrac12\sum_{\mu\mu'}b_{\mu\mu'}\hat u_\mu \hat u_{\mu'}+\dots,\qquad a_\mu(\mathbf r)=\frac{Z_\kappa}{\sqrt{M_\kappa}}\,\partial_\alpha\delta(\mathbf r-\boldsymbol\tau_\kappa). \tag{4} \]

Bare vertices are \(g=va\), \(w=vb\). With \(D\equiv\chi_{uu}\), one-body operator \(h_0\) and source \(\varphi\),

\[ \chi_{XY}(12)=-\langle T_\tau\,\delta X(1)\,\delta Y(2)\rangle=\chi_{YX}(21),\qquad \tilde\chi_{XY}=\chi_{YX}, \tag{8} \]

\[ G^{-1}=-\partial_\tau-h_0-V-\Sigma,\qquad V=\varphi+v\langle\hat n\rangle,\qquad \int\! d4\,\Sigma(14)G(42)=-\int\! d3\,v(13)\frac{\delta G(12)}{\delta\varphi(3)} . \tag{12} \]

For linear coupling, with electronic polarizability \(P_e\), bare propagator \(D_0\), \(v_{\rm eff}=v+gD_0g^T\), \(g_L=\epsilon_e^{-1}g\), \(g_R=\tilde g_L\) and \(\tilde X(i\nu)=X(-i\nu)^T\),

\[ \chi_{eu}=P_e\,v\,\chi_{tu} . \tag{23} \]

\[ W=W_e+W_{\rm ph},\qquad W_e=\epsilon_e^{-1}v,\quad \epsilon_e=1-vP_e,\qquad W_{\rm ph}=W_e\,\chi_{II}\,W_e=g_LDg_R , \tag{28} \]

\[ D^{-1}=D_0^{-1}-\Pi,\qquad \Pi=g^TP_e\,g_L=g_RP_e\,g . \tag{30} \]

The symmetry \(\tilde W=W\) is met by

\[ W_{\rm ph}=X\,D\,\tilde X . \tag{2} \]

It excludes \(\epsilon^{-1}gDg^T\) for a general dielectric matrix, but not in a single density channel. For \(G\) varying on an electronic scale \(E_{\rm el}\), at zero temperature,

\[ \Sigma\sim \frac{g^2}{K}\,\frac{\omega}{E_{\rm el}}=\frac{g^2}{E_{\rm el}\sqrt{MK}}\sim \frac{g^2\langle u^2\rangle}{E_{\rm el}},\qquad \langle u^2\rangle=\frac{1}{2\sqrt{MK}} . \tag{3} \]

At unit vertex, \(iGW_{\rm ph}\) (imaginary time: \(-GW_{\rm ph}\)) is

\[ \Sigma^{\rm FM}(\mathbf r_1\mathbf r_2;i\omega)=-T\sum_\nu\sum_{\mu\mu'}G(\mathbf r_1\mathbf r_2;i\omega+i\nu)\;g_{L,\mu}(\mathbf r_2;i\nu)\,D_{\mu\mu'}(i\nu)\,g_{R,\mu'}(\mathbf r_1;i\nu). \tag{36} \]

With \(\epsilon_e(0)\), \(\Pi(0)\), sharp levels \(\varepsilon_{m\mathbf k}\), and dressed modes \(\omega_{\mathbf q\lambda}\), \(e_{\mathbf q\lambda}\) in \(N_q\) cells,

\[ \Delta V_{\mathbf q\lambda}(\mathbf r)=\frac{1}{\sqrt{2\omega_{\mathbf q\lambda}}}\sum_{\kappa\alpha\mathbf R}g_{L,\kappa\alpha\mathbf R}(\mathbf r)\,e_{\mathbf q\lambda}(\kappa\alpha)\,e^{i\mathbf q\cdot\mathbf R}. \tag{39} \]

\[ \Sigma^{\rm FM}_{n\mathbf k}(z)=\frac1{N_q}\sum_{\mathbf qm\lambda}|g_{mn\lambda}(\mathbf k,\mathbf q)|^2\left[\frac{n_{\mathbf q\lambda}+1-f_{m\mathbf k+\mathbf q}}{z-\varepsilon_{m\mathbf k+\mathbf q}-\omega_{\mathbf q\lambda}}+\frac{n_{\mathbf q\lambda}+f_{m\mathbf k+\mathbf q}}{z-\varepsilon_{m\mathbf k+\mathbf q}+\omega_{\mathbf q\lambda}}\right]. \tag{41} \]

Here \(g_{mn\lambda}(\mathbf k,\mathbf q)=\langle m\,\mathbf k+\mathbf q|\Delta V_{\mathbf q\lambda}|n\mathbf k\rangle\); \(n\), \(f\) are Bose and Fermi occupations.

In the closing table, rows A test (23) ("same-P"), (28) ("split") and (30) ("Pi") for two electrons on a three-site ring with flux; the \(u^2\) rows use one mode and a quadratic term. Rows B test (41) on a dimerized chain.

### Where the Debye-Waller term sits

The average of (4) is \(\langle\hat n_I\rangle=n_I^0+a\langle u\rangle+\tfrac12b\langle uu\rangle\), and it enters \(G^{-1}\) through \(V=\varphi+v\langle\hat n\rangle\) in (12), a relation that holds for the untruncated Hamiltonian. The fluctuation part of the quadratic term is the static local potential

\[ \Sigma^{\rm DW}(\mathbf r)=\tfrac12\sum_{\mu\mu'}w_{\mu\mu'}(\mathbf r)\,\langle\delta u_\mu\delta u_{\mu'}\rangle,\qquad \langle\delta u_\mu\delta u_{\mu'}\rangle=-T\sum_\nu D_{\mu\mu'}(i\nu), \tag{42} \]

where the second relation is (8) at equal times. This is the Debye-Waller term with its bare second-order vertex and the dressed \(D\). It belongs to \(V\) and is no part of \(iGW_{\rm ph}\), although it has the same order in the mass wherever the estimate (3) applies. In general it also induces changes in \(\langle n_e\rangle\) and \(\langle u\rangle\), which feed back into \(V\); in the example below these vanish by symmetry and number conservation.

### Worked example: a two-site model with many flavours

Take sites \(L,R\), signs \(s=(+1,-1)\), \(N\) electron flavours with one electron each, and one mode with \(A=b+b^\dagger=\sqrt{2\Omega_0}\,\hat u\). With \(\hat m=\hat n_L-\hat n_R\),

\[ H=-t\sum_{\alpha=1}^N(c^\dagger_{L\alpha}c_{R\alpha}+{\rm h.c.})+\frac{U}{2N}(\hat m^2-\hat N_e)+\frac{g_0}{\sqrt N}A\hat m+\Omega_0b^\dagger b . \tag{43} \]

The interaction is \(\tfrac12\sum v_{ij}{:}\hat n_i\hat n_j{:}\) with \(v_{ij}=(U/N)s_is_j\), because \({:}\hat n_i\hat n_j{:}=\hat n_i\hat n_j-\delta_{ij}\hat n_i\) and \(s_i^2=1\). The bare vertex for the coordinate \(A\) is \(g_i=g_0s_i/\sqrt N\), and \(D_0=-2\Omega_0/(\nu^2+\Omega_0^2)\). The parameters are round model values: \(t=0.05\), \(U=0.15\), \(\Omega_0=0.01\), \(g_0=0.02\) Ha, at zero temperature with the chemical potential at zero.

Each closed fermion loop gives a factor \(N\) and each line of \(v_{\rm eff}\) a factor \(1/N\). The chains of free bubbles make \(W\sim1/N\), and \(-G_0W\) is of order \(1/N\). A vertex correction adds either one \(W\) line, or two \(W\) lines and one loop, and costs a further \(1/N\); dressing \(G\) or \(P_e\) costs the same. The symmetry \(L\leftrightarrow R\), \(A\to-A\) gives \(\langle\hat m\rangle=\langle A\rangle=0\), so there is no Hartree shift. At order \(1/N\), therefore, \(\Sigma(g_0)-\Sigma(0)\) should equal \(-G_0W_{\rm ph}\), and this counting is itself under test below.

The bonding and antibonding orbitals \(\phi^\pm=(1,\pm1)/\sqrt2\) have energies \(\mp t\), with gap \(\Delta=2t=0.1\) Ha. In this basis \(\hat m=\sum_\alpha(c^\dagger_{+\alpha}c_{-\alpha}+{\rm h.c.})\), which excites each flavour across \(\Delta\) with unit amplitude, so the free response is \(Np\) with \(p=1/(i\nu-\Delta)-1/(i\nu+\Delta)=-2\Delta/(\nu^2+\Delta^2)\). From \(\hat n_i=\hat N_e/2+s_i\hat m/2\), \(P_e=(Np/4)\,ss^T\). With \(s^Ts=2\), \(vP_es=Up\,s\), and in the channel \(s\), with \(x=\nu^2\),

\[ \epsilon_e=1-Up=\frac{x+\omega_e^2}{x+\Delta^2},\qquad \omega_e^2=\Delta^2+2U\Delta=0.01+0.03=0.04\ {\rm Ha}^2 , \tag{44} \]

so \(\omega_e=0.2\) Ha and \(\epsilon_e(0)=4\). Write \(W=\mathsf w\,ss^T/N\). Using \(p/\epsilon_e=-2\Delta/(x+\omega_e^2)\),

\[ \mathsf w_e=\frac U{\epsilon_e}=U+\frac{U^2p}{\epsilon_e}=U-\frac{2U^2\Delta}{x+\omega_e^2},\qquad \Pi=\frac{g_0^2\,p}{\epsilon_e}=-\frac{2\Delta g_0^2}{x+\omega_e^2}. \tag{45} \]

Putting \(D^{-1}=-(x+\Omega_0^2)/2\Omega_0-\Pi\) over a common denominator and inverting,

\[ D=\frac{-2\Omega_0(x+\omega_e^2)}{(x+\Omega_0^2)(x+\omega_e^2)-c}=\frac{-2\Omega_0(x+\omega_e^2)}{(x+y_1)(x+y_2)},\qquad c=4\Omega_0\Delta g_0^2=1.6\times10^{-6}\ {\rm Ha}^4, \tag{46} \]

where \(y_{1,2}=\omega_{1,2}^2\) solve \((\Omega_0^2-y)(\omega_e^2-y)=c\). The roots are \(\omega_1=0.0077421\) Ha and \(\omega_2=0.2001001\) Ha. For the first, \(y_1=5.994\times10^{-5}\) and \((4.006\times10^{-5})(0.03994)=1.600\times10^{-6}\), as required. With \(y_3=\omega_3^2=\omega_e^2\), (28) gives

\[ \mathsf w_{\rm ph}=\frac{g_0^2D}{\epsilon_e^2}=\frac{-2\Omega_0g_0^2(x+\Delta^2)^2}{(x+y_1)(x+y_2)(x+y_3)}=\sum_{j=1}^3R_j\frac{-2\omega_j}{x+y_j},\qquad R_j=\frac{\Omega_0g_0^2(\Delta^2-y_j)^2}{\omega_j\prod_{l\ne j}(y_l-y_j)}, \tag{47} \]

where \(R_j\) follows from multiplying by \(x+y_j\) and setting \(x=-y_j\). For \(j=3\) the product is the polynomial \((\Omega_0^2-y)(\omega_e^2-y)-c\) at \(y=\omega_e^2\), which is \(-c\), and \((\Delta^2-\omega_e^2)^2=4U^2\Delta^2\), so

\[ R_3=-\frac{U^2\Delta}{\omega_e}=-\frac{0.0225\times0.1}{0.2}=-1.125\times10^{-2}\ {\rm Ha}^2 . \tag{48} \]

By (45) the pole of \(\mathsf w_e\) at \(\omega_e\) has weight \(+U^2\Delta/\omega_e\). The negative pole of \(W_{\rm ph}\) removes it, and the total \(W\) keeps poles at \(\omega_1\) and \(\omega_2\), the excitations of the coupled system. In this model \(W_{\rm ph}\) with dynamical vertices has a spectral weight of both signs and extends to electronic frequencies.

Since \(s_i\phi_i^+=\phi_i^-\), projecting (36) on the bonding orbital selects \(G_{--}=1/(z-t)\), an empty level, and each pole of (47) contributes by (41) with \(n=f=0\):

\[ N\Sigma^{\rm FM}_{++}(z)=-\int\!\frac{d\nu}{2\pi}\,\frac{\mathsf w_{\rm ph}(i\nu)}{z+i\nu-t}=\sum_j\frac{R_j}{z-t-\omega_j}. \tag{49} \]

At \(z=-t\), \(\Sigma_{++}\) is the shift of the electron-removal level at order \(1/N\). The phonon pole has

\[ R_1=\frac{(4\times10^{-6})(0.009940)^2}{(0.0077421)(0.039980)(0.039940)}=3.197\times10^{-5}\ {\rm Ha}^2, \tag{50} \]

and contributes \(-3.1969\times10^{-5}/0.10774=-2.967\times10^{-4}\) Ha. The second pole, with \(R_2=1.12631\times10^{-2}\) Ha\(^2\), contributes \(-3.75312\times10^{-2}\) Ha, and the third \(+1.125\times10^{-2}/0.3=+3.75000\times10^{-2}\) Ha. The pair leaves \(-0.312\times10^{-4}\) Ha, and

\[ N\Sigma^{\rm FM}_{++}(-t)=-(2.967+0.312)\times10^{-4}=-3.279\times10^{-4}\ {\rm Ha}=-8.92\ {\rm meV}. \tag{51} \]

The independent side is exact diagonalization. The ground state lies among the flavour-symmetric states \(|k\rangle\) with \(k\) flavours in the antibonding orbital, where \(\langle k+1|\hat m|k\rangle=\sqrt{(k+1)(N-k)}\). A given flavour is bonding with probability \((N-k)/N\) and antibonding with probability \(k/N\), so removing a bonding electron has amplitude \(\sqrt{(N-k)/N}\) into \(|k\rangle\) of \(N-1\) active flavours, and adding one has amplitude of modulus \(\sqrt{k/N}\) into \(|k-1\rangle\); an empty or doubly filled flavour has zero hopping energy and zero \(\hat m\). The Lehmann sum gives \(G_{++}\), and \(\Sigma_{++}=z+t-1/G_{++}\). For \(N=100,200,400\), \(N[\Sigma(g_0)-\Sigma(0)]\) at \(z=-t\) is \(-3.283904\), \(-3.281680\) and \(-3.280534\) in units of \(10^{-4}\) Ha. A parabola in \(1/N\) through these points has the intercept \((f_{100}-6f_{200}+8f_{400})/3\), here \(-(3.283904-19.690080+26.244272)/3=-3.27937\), in agreement with (51). The test also holds at \(z=0.05i\) Ha, where both sides give \((-3.509-2.774\,i)\times10^{-4}\) Ha, and for the lowest excitation energy, which extrapolates to \(\omega_1=0.0077421\) Ha, or 210.7 meV. At \(g_0=0\) the constant \(U\) in \(\mathsf w_e\) gives the exchange term \(-U\langle n_-\rangle\), zero at this order, and the pole gives \(1.125\times10^{-2}/(-0.3)=-0.0375\) Ha, which the diagonalization reproduces.

With one active channel the symmetry argument of (2) cannot exclude mixed vertices, and the comparison does. Relative to the extrapolated value, the bare-screened form \(g_0^2D/\epsilon_e\) gives 3.79 and the bare-bare form \(g_0^2D\) gives 14.6. At \(z=-t\) the even part of the kernel in (49), \(-\Delta/(\Delta^2+\nu^2)\), and \(D\) each have one sign, so these ratios are weighted averages of \(\epsilon_e(i\nu)\) and \(\epsilon_e(i\nu)^2\), which by (44) lie below 4 and 16. The bare-bare form with \(D_0\) gives \(g_0^2/(-2t-\Omega_0)=-4\times10^{-4}/0.11=-3.64\times10^{-3}\) Ha, a ratio of 11.1, and two screened vertices with \(D_0\) give 0.778.

The static form uses \(\Pi(0)\) in (46), \(D=-2\Omega_0/(x+\omega_{\rm ad}^2)\), with \(\omega_{\rm ad}^2=\Omega_0^2-c/\omega_e^2=6\times10^{-5}\) Ha\(^2\) and \(\omega_{\rm ad}=0.0077460\) Ha. Normalizing to the dressed mode as in (39),

\[ |g|^2=\Big(\frac{g_0}{\epsilon_e(0)}\Big)^2\frac{\Omega_0}{\omega_{\rm ad}}=(0.005)^2\,\frac{0.01}{0.007746}=3.227\times10^{-5}\ {\rm Ha}^2, \tag{52} \]

and \(N\Sigma=-3.2275\times10^{-5}/0.107746=-2.995\times10^{-4}\) Ha \(=-8.15\) meV, which falls short of (51) by 8.7 per cent of (51). The phonon-pole term \(-2.967\times10^{-4}\) Ha is overestimated in magnitude by about one per cent, \(0.028\times10^{-4}\) Ha. The missing pair, \(0.312\times10^{-4}\) Ha in magnitude, dominates the error, and the overestimate offsets a small part of it. Its scaling follows from (47). With \(h(y)=\Omega_0g_0^2(\Delta^2-y)^2/[\sqrt y\,(y_1-y)(z-t-\sqrt y)]\), the two terms are \(h(y_2)/(y_3-y_2)\) and \(h(y_3)/(y_2-y_3)\), and their sum \(-[h(y_2)-h(y_3)]/(y_2-y_3)\) tends to \(-h'(\omega_e^2)\) for small \(c\). At \(z=-t\) and \(y_1\ll\omega_e^2\), \(h=\Omega_0g_0^2(y-\Delta^2)^2/[y^{3/2}(\Delta+\sqrt y)]=(4\times10^{-6})(9\times10^{-4})/(0.008\times0.3)=1.5\times10^{-6}\), and \(h'/h=2/0.03-1.5/0.04-1/(2\times0.2\times0.3)=20.8\), so \(-h'=-3.12\times10^{-5}\) Ha, the remainder found above. A change of mass at fixed force constants keeps \(g_0^2/\Omega_0\) fixed. The pair then scales as \(\Omega_0g_0^2\propto\Omega_0^2\) and the phonon term as \(g_0^2\propto\Omega_0\), so the relative error is linear in \(\Omega_0\) as \(\Omega_0\to0\). It is \(9.57\times10^{-3}\) at \(\Omega_0=0.001\) Ha and \(4.81\times10^{-3}\) at 0.0005 Ha, and the ratio 1.988 was tested against 2.

A quadratic coupling \((d_0/2N)A^2(\hat N_e-N)\) with \(d_0=0.004\) Ha corresponds to a second-order vertex \(w_L=w_R=d_0/N\) for the coordinate \(A\). This vertex is specified directly, because the kernel \(v\propto ss^T\) of the model cannot produce a uniform potential \(vb\); the test below therefore concerns (42) with \(w\) given. The coupling acts as follows. It vanishes on states with \(N\) electrons, so \(W\), \(P_e\) and \(D\) in that sector do not depend on \(d_0\), and neither does \(-G_0W_{\rm ph}\). Equation (42) predicts a shift independent of \(z\), with \(\langle A^2\rangle=-\int d\nu\,D/2\pi=1.2904\) from the dressed propagator (46), against 1 for \(D_0\):

\[ N\Sigma^{\rm DW}=\tfrac12d_0\langle A^2\rangle=0.002\times1.2904=2.581\times10^{-3}\ {\rm Ha}=70.2\ {\rm meV}. \tag{53} \]

The potential is uniform on the two sites, where \(P_e\) has no response at fixed electron number, and it respects the symmetry that keeps \(\langle A\rangle=0\). The extrapolated change of the exact self-energy on switching on \(d_0\) was tested against (53) at both values of \(z\), and at \(z=-t\) it is \(2.581\times10^{-3}\) Ha.

## Calculated quantities

```
A ring: hop 0.1 Ha, phase/bond 0.3 rad, bare modes 0.02 0.03 Ha
A nu=0.00 Ha: |Wph|=1.202e-02 Ha; rel.resid. same-P 2e-14, split 6e-15, Pi 6e-13
   rel.error: screened-screened Pi 0.284, gL D gL^T 7.4e-15, clamped P 2.7e-03
A nu=0.02 Ha: |Wph|=6.514e-03 Ha; rel.resid. same-P 2e-14, split 7e-15, Pi 6e-13
   rel.error: screened-screened Pi 0.283, gL D gL^T 2.0e-02, clamped P 2.7e-03
A nu=0.10 Ha: |Wph|=6.304e-04 Ha; rel.resid. same-P 2e-14, split 7e-14, Pi 4e-12
   rel.error: screened-screened Pi 0.255, gL D gL^T 8.2e-02, clamped P 2.5e-03
A with u^2 term, M/M0= 1: rel. split residual 4.136e-03
A with u^2 term, M/M0= 4: rel. split residual 2.100e-03
A with u^2 term, M/M0=16: rel. split residual 1.058e-03
A residual ratio M=4M0 over M=16M0: 1.985
B chain: 4 cells, T=0.005 Ha, lower band, k=pi/2, z=i pi T
B real-space sum  5.162891e-04 -3.106273e-04i Ha
B Bloch FM form   5.162891e-04 -3.106273e-04i Ha
C inputs (Ha): t=0.05 U=0.15 Omega0=0.01 g0=0.02 d0=0.004
C Delta=0.10 Ha, omega_e=0.2000 Ha, eps_e(0)=4.000
C pole phonon: w=0.0077421 Ha, R=3.196884e-05 Ha^2, term at z=-t -2.96716e-04 Ha
C pole shifted electronic: w=0.2001001 Ha, R=1.126312e-02 Ha^2, term at z=-t -3.75312e-02 Ha
C pole omega_e: w=0.2000000 Ha, R=-1.125000e-02 Ha^2, term at z=-t 3.75000e-02 Ha
C weight of We pole U^2 Delta/omega_e = 1.125000e-02 Ha^2
C phonon frequency ED(N->inf) 0.0077421 Ha = 210.67 meV
C N*Sigma_e(-t): ED -3.750000e-02, iGWe -3.750000e-02 Ha
C ED N=100: N*[Sigma(g0)-Sigma(0)](-t) = -3.283904e-04 Ha
C ED N=200: N*[Sigma(g0)-Sigma(0)](-t) = -3.281680e-04 Ha
C ED N=400: N*[Sigma(g0)-Sigma(0)](-t) = -3.280534e-04 Ha
C N*Sigma_ph(-t): ED(N->inf) -3.279365e-04 Ha
C N*Sigma_ph(-t): iGWph -3.279366e-04 Ha = -8.924 meV
C z=0.05i Ha: ED    -3.50871e-04 -2.77406e-04i Ha
C z=0.05i Ha: iGWph -3.50871e-04 -2.77407e-04i Ha
C wrong form bare-screened, D: -1.24228e-03 Ha, ratio to ED 3.788
C wrong form bare-bare, D: -4.79057e-03 Ha, ratio to ED 14.608
C wrong form bare-bare, D0: -3.63636e-03 Ha, ratio to ED 11.089
C wrong form screened-screened, D0: -2.55102e-04 Ha, ratio to ED 0.778
C static FM: w_ad=0.0077460 Ha, g0/eps0=0.0050 Ha, g^2=3.22749e-05 Ha^2
C static FM: N*Sigma(-t)=-2.99546e-04 Ha = -8.151 meV
C Omega0=0.0100 Ha: rel. error of static FM 8.6574e-02
C Omega0=0.0010 Ha: rel. error of static FM 9.5699e-03
C Omega0=0.0005 Ha: rel. error of static FM 4.8129e-03
C error ratio on halving Omega0: 1.988
C <(b+b+)^2> from dressed D: 1.290397
C N*Sigma_DW: ED 2.580793e-03, d0<A^2>/2 2.580793e-03 Ha = 70.23 meV
```
